# Gaunt coefficients c^k: 3j form, selection rules and exchange symmetry

For a d orbital with $l=2,\ m=1$ and a p orbital with $l'=1,\ m'=0$, direct integration over the sphere gives the angular coefficients

$$c^1(21,10)=0.447214,\qquad c^2(21,10)=0,\qquad c^3(21,10)=0.312984 .$$

Taking the orbitals in the opposite order gives $-0.447214$, $0$ and $-0.312984$. The magnitudes are unchanged, both nonzero signs are reversed, and the middle coefficient vanishes although the projections alone would allow it. These facts follow from the behaviour of three spherical harmonics under rotation, inversion and complex conjugation.

## Definitions and theorem

Throughout, $l,l',k$ are non-negative integers, $x=\cos\theta$ and $D=d/dx$. The spherical harmonics carry the Condon–Shortley phase:

$$Y_{lm}=\sqrt{\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}}\;P_l^m(x)\,e^{im\phi},$$

$$P_l^m(x)=\frac{(-1)^m}{2^l\,l!}(1-x^2)^{m/2}D^{l+m}(x^2-1)^l .$$

They are orthonormal, and this formula holds for both signs of $m$. Define

$$c^k(lm,l'm')=\sqrt{\frac{4\pi}{2k+1}}\int Y^*_{lm}\,Y_{k,m-m'}\,Y_{l'm'}\,d\Omega ,\tag{1}$$

with $c^k=0$ if $|m-m'|>k$. The middle projection is $m-m'$ because any other value leaves a factor $e^{in\phi}$, $n\neq0$, whose integral over $\phi$ is zero. All these quantities are dimensionless.

**Theorem.**

(a) The coefficient factorizes as

$$c^k(lm,l'm')=(-1)^m\sqrt{(2l+1)(2l'+1)}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}\begin{pmatrix}l&k&l'\\-m&m-m'&m'\end{pmatrix}.\tag{2}$$

(b) It vanishes unless $|l-l'|\le k\le l+l'$ and $l+l'+k$ is even. For each $k$ satisfying both rules, at least one choice of $m,m'$ gives a nonzero coefficient.

(c) $c^k(lm,l'm')=(-1)^{m-m'}c^k(l'm',lm)$.

## Three properties of the harmonics

**Conjugation:** $Y^*_{lm}=(-1)^mY_{l,-m}$. To prove it, write

$$\big((x+h)^2-1\big)^l=(x^2-1+2xh+h^2)^l=\sum_{j=0}^{2l}a_jh^j .$$

By Taylor's theorem $a_j=D^j(x^2-1)^l/j!$. Replacing $h$ by $(x^2-1)/h$ turns the $l$-th power of the trinomial into $(x^2-1)^lh^{-2l}(x^2-1+2xh+h^2)^l$. Comparing powers of $h$ gives $a_j(x^2-1)^j=(x^2-1)^la_{2l-j}$. For $j=l+m$ this is

$$\frac{D^{l-m}(x^2-1)^l}{(l-m)!}=(x^2-1)^m\,\frac{D^{l+m}(x^2-1)^l}{(l+m)!}.$$

Inserted in the definition of $P_l^{-m}$, it gives $P_l^{-m}=(-1)^m\frac{(l-m)!}{(l+m)!}P_l^m$. The normalization factors absorb the factorials, which leaves the stated rule.

**Inversion:** $Y_{lm}(-\mathbf n)=(-1)^lY_{lm}(\mathbf n)$. Inversion sends $x\to-x$ and $\phi\to\phi+\pi$. The derivative of order $l+m$ of an even polynomial gives $(-1)^{l+m}$, and the exponential gives $(-1)^m$.

**North pole:** $Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}$ at $\theta=0$. For $m>0$ the factor $(1-x^2)^{m/2}$ vanishes, and conjugation covers $m<0$. For $m=0$, applying $D^l$ to $(x-1)^l(x+1)^l$ at $x=1$ leaves $l!\,2^l$, so $P_l(1)=1$.

## Lemma 1: one invariant vector

Consider the product space of angular momenta $l_1,l_2,l_3$, with total operators $J_z,J_\pm$. A vector annihilated by all three is invariant under rotations.

**Lemma 1.** There is one invariant vector, up to a factor, if $|l_1-l_2|\le l_3\le l_1+l_2$, and none otherwise.

*Proof.* Coupling $l_1$ with $l_2$ produces each $J$ from $|l_1-l_2|$ to $l_1+l_2$ once. Coupling $J$ with $l_3$ produces totals from $|J-l_3|$ upwards, each once. Total zero therefore arises once if $J=l_3$ is available, and not at all otherwise. ∎

The 3j symbols are the components of this vector, chosen real and normalized:

$$\sum_{m_1m_2m_3}\begin{pmatrix}l_1&l_2&l_3\\m_1&m_2&m_3\end{pmatrix}^2=1 .\tag{3}$$

Outside the triangle, or when a projection exceeds its degree, the symbol is zero. A convention fixes the overall sign of the vector. Equation (2) does not depend on it, because two components of the same vector are multiplied.

## Lemma 2: the integral of three harmonics

Let $G(m_1,m_2,m_3)=\int Y_{l_1m_1}Y_{l_2m_2}Y_{l_3m_3}\,d\Omega$.

**Lemma 2.**

$$G(m_1,m_2,m_3)=\sqrt{\frac{(2l_1+1)(2l_2+1)(2l_3+1)}{4\pi}}\begin{pmatrix}l_1&l_2&l_3\\0&0&0\end{pmatrix}\begin{pmatrix}l_1&l_2&l_3\\m_1&m_2&m_3\end{pmatrix}.$$

*Proof.* First, $G$ is an invariant vector. The orbital operators, in units of $\hbar$, satisfy

$$L_\pm Y_{lm}=\gamma_\pm(l,m)Y_{l,m\pm1},\qquad \gamma_\pm(l,m)=\sqrt{l(l+1)-m(m\pm1)} .$$

For any smooth $F$ on the sphere $\int L_\pm F\,d\Omega=0$: moving $L_\pm$ to the other side of the scalar product makes $L_\mp$ act on the constant 1. Take $F$ to be the product of the three harmonics. Since $L_-$ is a first-order differential operator, the product rule gives

$$\gamma_-(l_1,m_1)G(m_1-1,m_2,m_3)+\gamma_-(l_2,m_2)G(m_1,m_2-1,m_3)+\gamma_-(l_3,m_3)G(m_1,m_2,m_3-1)=0 .$$

Because $\gamma_-(l,m)=\gamma_+(l,m-1)$, the left side is the $(m_1,m_2,m_3)$ component of $J_+$ acting on the vector $G$. Hence $J_+G=0$. In the same way $L_+$ gives $J_-G=0$, and $L_z$ gives $(m_1+m_2+m_3)G=0$. By Lemma 1, $G$ vanishes outside the triangle, where the claim holds trivially. Inside it,

$$G(m_1,m_2,m_3)=A\begin{pmatrix}l_1&l_2&l_3\\m_1&m_2&m_3\end{pmatrix},\tag{4}$$

with $A$ independent of the projections.

To find $A$, form the function

$$S(\mathbf n)=\sum_{m_1m_2m_3}\begin{pmatrix}l_1&l_2&l_3\\m_1&m_2&m_3\end{pmatrix}Y_{l_1m_1}(\mathbf n)Y_{l_2m_2}(\mathbf n)Y_{l_3m_3}(\mathbf n).$$

Apply $L_+$ and relabel each sum so that the harmonics again carry $m_1,m_2,m_3$. Their coefficient is then the corresponding component of $J_+$ acting on the 3j vector, which is zero. The same holds for $L_-$ and $L_z$. All rotational derivatives of $S$ vanish, so $S$ is constant and may be evaluated at the north pole, where a single term survives:

$$S=\begin{pmatrix}l_1&l_2&l_3\\0&0&0\end{pmatrix}\sqrt{\frac{(2l_1+1)(2l_2+1)(2l_3+1)}{(4\pi)^3}} .$$

Integrating $S$ over the sphere gives $4\pi S$. Integrating its defining sum instead gives $\sum(\text{3j})\,G=A\sum(\text{3j})^2=A$, by (4) and (3). Thus $A=4\pi S$. Since $4\pi/(4\pi)^{3/2}=1/\sqrt{4\pi}$, this is the stated prefactor. ∎

## Proof of (a)

Use conjugation in (1):

$$c^k(lm,l'm')=(-1)^m\sqrt{\frac{4\pi}{2k+1}}\int Y_{l,-m}Y_{k,m-m'}Y_{l'm'}\,d\Omega .$$

The integral is $G(-m,m-m',m')$ for degrees $(l,k,l')$. Lemma 2 supplies the factor $\sqrt{(2l+1)(2k+1)(2l'+1)/4\pi}$. Here $4\pi$ and $2k+1$ cancel against the square root in front, and (2) remains. If $|m-m'|>k$, both sides are zero by convention. ∎

The two symbols have different roles. The first contains no projections and decides whether the multipole $k$ can connect the two shells at all. The second distributes the coupling among their orbitals.

For the d–p pair, $\sqrt{5\cdot3}=3.872983$ and $(-1)^m=-1$. The output gives, for $k=1$ and $k=3$,

$$c^1=-3.872983\times0.365148\times(-0.316228)=0.447214,$$

$$c^3=-3.872983\times(-0.292770)\times0.276026=0.312984 .$$

The exact squares are $1/5$ and $24/245$.

## Proof of (b): the rules are necessary

The triangle rule is Lemma 1 applied to $(l,k,l')$: outside the triangle no invariant vector exists, so the integral vanishes.

For parity, change the integration variable in (1) from $\mathbf n$ to $-\mathbf n$. The surface element is unchanged and the three harmonics give $(-1)^{l+k+l'}$. The integral equals this sign times itself, so it vanishes when $l+l'+k$ is odd.

Parity acts through the first 3j symbol. Inside the triangle with an odd sum, every $G$ is zero. The 3j vector is not zero, so (4) requires $A=0$, and hence the symbol with zero projections vanishes. The case $k=2$ of the example shows this: the second symbol is $0.182574$, but the first is zero. At $k=5$ the sum $2+1+5=8$ is even and the triangle rule removes the coefficient.

The inversion argument needs only a definite parity of each orbital, not a definite $l$. A mixture of $l=0$ and $l=2$, for example, still has no coefficient of even $k$ with a p orbital. An orbital that mixes even and odd $l$, as in an external electric field, has no definite parity, and the rule then applies to each component separately.

## Proof of (b): every allowed k occurs

Let $k$ satisfy both rules, and suppose first that $l\ge k$. Choose $m=l$ and $m'=\mu=l-k$, so that the middle projection is $k$. The triangle rule gives $\mu\le l'$. Up to nonzero constants, the three harmonics contribute $(1-x^2)^{l/2}$, $(1-x^2)^{k/2}$ and $(1-x^2)^{\mu/2}g(x)$, where $g=D^\mu P_{l'}$. The exponents add up to $(l+k+l-k)/2=l$. It remains to show that $J_l\ne0$, where

$$J_s=\int_{-1}^{1}(1-x^2)^s\,g(x)\,dx .$$

**A recursion.** Differentiating Legendre's equation $(1-x^2)P''-2xP'+l'(l'+1)P=0$ $\mu$ times by Leibniz' rule gives

$$(1-x^2)g''-2(\mu+1)xg'+\Lambda g=0,\qquad \Lambda=l'(l'+1)-\mu(\mu+1).$$

Multiply by $(1-x^2)^s$ with $s\ge1$, integrate, and set $K_s=\int_{-1}^1x(1-x^2)^sg'\,dx$. Integration by parts turns the first term into $2(s+1)K_s$, because the boundary values vanish. Therefore

$$2(s-\mu)K_s+\Lambda J_s=0 .$$

A second integration by parts moves the derivative in $K_s$ onto $x(1-x^2)^s$. With $x^2=1-(1-x^2)$,

$$D\big[x(1-x^2)^s\big]=(2s+1)(1-x^2)^s-2s(1-x^2)^{s-1},$$

so $K_s=-(2s+1)J_s+2sJ_{s-1}$. Substitution gives

$$\big[\Lambda-2(s-\mu)(2s+1)\big]J_s=-4s(s-\mu)J_{s-1}.$$

Since $\mu(\mu+1)+2(s-\mu)(2s+1)=(2s-\mu)(2s-\mu+1)$, as multiplying out confirms,

$$\big[l'(l'+1)-(2s-\mu)(2s-\mu+1)\big]J_s=-4s(s-\mu)J_{s-1}.\tag{5}$$

**The starting value.** Let $s_0=(l'+\mu)/2$. It is an integer because $l'+l-k$ is even. Also $s_0\ge\mu$, and $s_0\le l$ because $l'\le l+k$. Write

$$J_{s_0}=\int_{-1}^{1}(1-x^2)^\mu\,(1-x^2)^{s_0-\mu}\,g\,dx .$$

The middle factor is a polynomial of degree $l'-\mu$. The functions $D^\mu P_j$, of degree $j-\mu$, are orthogonal for different $j$ with weight $(1-x^2)^\mu$; this is the orthogonality of the $Y_{j\mu}$ at fixed $\mu$. Expanded in them, the middle factor has a nonzero coefficient of $g$, the member of highest degree. So $J_{s_0}$ is this coefficient times $\int(1-x^2)^\mu g^2dx>0$, and it is nonzero.

**The remaining steps.** For $s_0<s\le l$ we have $s>\mu$ and $2s-\mu>l'$. Both factors in (5) are nonzero, so each $J_s$ is a nonzero multiple of $J_{s-1}$. Hence $J_l\ne0$.

If $l<k$, exchange the roles of $l$ and $k$. This is allowed because $G$ is the integral of an ordinary product and both rules are symmetric in the three degrees. A nonzero $G$ for some projections is a nonzero $c^k$ for some $m,m'$. ∎

By (2), the first 3j symbol is therefore nonzero for every allowed $k$. In the d–p example, $l'=1$ and $\mu=1$ for both $k=1$ and $k=3$. The start is $s_0=1$ with $J_1=1.333333$, and (5) gives

$$J_2=\frac{-8}{2-12}\,J_1=0.8\times1.333333=1.066667,\qquad J_3=\frac{-24}{2-30}\,J_2=0.914286 .$$

The value $J_2$ belongs to $k=1$, and $J_3$ to $k=3$ with the roles exchanged. Both agree with direct quadrature.

**Remark: accidental zeros.** An individual coefficient may vanish inside both rules, through the second 3j symbol. For $l=l'=3$, $m=m'=2$, $k=2$ the first symbol is $0.195180$ and the second is zero. The reason can be seen directly. Since $\sqrt{4\pi/5}\,Y_{20}=(3x^2-1)/2$, the coefficient $c^2(32,32)$ is the mean of $(3x^2-1)/2$ in the density $|Y_{32}|^2\propto x^2(1-x^2)^2$. In that density

$$\langle x^2\rangle=\frac{\tfrac15-\tfrac27+\tfrac19}{\tfrac13-\tfrac25+\tfrac17}=\frac{8/315}{8/105}=\frac13 ,$$

so the mean is zero: this orbital has no axial quadrupole moment. The orbital with $m=0$ in the same shell has $c^2(30,30)=7\times0.195180^2=0.266667$.

## Proof of (c)

The coefficient is real: in (1) the exponentials cancel and the rest of the integrand is real. The reversed coefficient therefore equals its own complex conjugate,

$$c^k(l'm',lm)=\sqrt{\frac{4\pi}{2k+1}}\int Y_{l'm'}\,Y^*_{k,m'-m}\,Y^*_{lm}\,d\Omega .$$

Conjugation gives $Y^*_{k,m'-m}=(-1)^{m'-m}Y_{k,m-m'}$. What remains is the integral in (1), and $(-1)^{m'-m}=(-1)^{m-m'}$. ∎

The sign comes from the middle harmonic, whose projection is reversed when the orbitals change places. In the example $m-m'=1$, so every nonzero coefficient changes sign. For $m=m'$ the coefficient is symmetric.

**The same result from (2).** Exchanging the outer columns of a 3j symbol again gives a normalized real invariant vector. By Lemma 1 it can differ from the original by a sign $\varepsilon$ at most, the same for all projections. Both symbols in (2) acquire $\varepsilon$, and $\varepsilon^2=1$. Reversing all projections interchanges $J_+$ and $J_-$ and changes the sign of $J_z$, so it too reproduces the vector up to a sign. Where the component with zero projections is nonzero, that sign is $+1$, since this component is mapped to itself. Where it is zero, $c^k$ vanishes anyway. What is left is the change of prefactor from $(-1)^m$ to $(-1)^{m'}$, in agreement with (c).

**Remark: phase convention.** Suppose the factor $(-1)^m$ for $m>0$ is left out of the harmonics. Then $Y^*_{kq}=Y_{k,-q}$, and the proof gives $c^k(lm,l'm')=c^k(l'm',lm)$ without a sign. The sign in (c) therefore belongs to the Condon–Shortley phase, understood as the relative sign $(-1)^m$ between $Y^*_{lm}$ and $Y_{l,-m}$. The restriction to $m>0$ matters: multiplying every harmonic by $(-1)^m$, for both signs of $m$, leaves the conjugation rule and (c) unchanged. Before coefficients from different sources are combined, their phase conventions must be compared.

**Remark: a limiting case.** For $l'=0$ the triangle leaves $k=l$. As $Y_{00}=1/\sqrt{4\pi}$, orthonormality in (1) gives $c^l(lm,00)=1/\sqrt{2l+1}$, and (c) gives $c^l(00,lm)=(-1)^m/\sqrt{2l+1}$.

## Meaning for the exchange energy

Consider two orbitals $R_a(r)Y_{lm}$ and $R_b(r)Y_{l'm'}$ with real radial functions, in atomic units. The multipole expansion of the repulsion is

$$\frac1{r_{12}}=\sum_{k}\frac{r_<^k}{r_>^{k+1}}\,\frac{4\pi}{2k+1}\sum_{q=-k}^{k}Y^*_{kq}(1)Y_{kq}(2),$$

where $r_<$ and $r_>$ are the smaller and larger of $r_1,r_2$. In the exchange integral, electron 1 contributes the angular product $Y^*_{lm}Y_{l'm'}$ and electron 2 contributes $Y^*_{l'm'}Y_{lm}$. The $\phi$ integrals require $q=m'-m$. Electron 2 then gives $c^k(l'm',lm)$. For electron 1, conjugating $Y_{kq}$ gives $(-1)^{m-m'}c^k(lm,l'm')$, which by (c) is the same number. The exchange integral is therefore

$$K=\sum_k\big[c^k(lm,l'm')\big]^2G^k,$$

$$G^k=\int_0^\infty\!\!\int_0^\infty R_a(r_1)R_b(r_1)\frac{r_<^k}{r_>^{k+1}}R_a(r_2)R_b(r_2)\,r_1^2r_2^2\,dr_1dr_2 .$$

The symmetry turns a product of two coefficients into a square, so the weights of the radial integrals cannot be negative. The selection rules make the sum finite. For the d–p pair it has two terms:

$$K=\tfrac15\,G^1+\tfrac{24}{245}\,G^3 .$$

The sign reversal seen at the start has no effect on this energy. It can matter where a coefficient with odd $m-m'$ enters unsquared, and there the order of the arguments must be kept.

The numerical check compares (2) with direct integration of (1) for $l,l'\le3$ and $k\le7$. The largest absolute difference among 1592 coefficients is $2.6\times10^{-15}$.

## Calculated quantities

```
All values are dimensionless
coefficients compared (l,l' <= 3, k <= 7): 1592
nonzero coefficients with odd m-m': 244
largest |integral - 3j formula|: 2.6e-15
largest symmetry violation: 2.7e-15
Worked pair: l=2, m=1, l'=1, m'=0
sqrt((2l+1)(2l'+1)) = 3.872983
k=1: 3j(0,0,0) = 0.365148, 3j(-m,m-m',m') = -0.316228
  exact 3j values: sqrt(30)/15 and -sqrt(10)/10
  c^k by 3j = 0.447214, by integration = 0.447214
  reversed pair, by integration = -0.447214; exact (c^k)^2 = 1/5
k=2: 3j(0,0,0) = 0.000000, 3j(-m,m-m',m') = 0.182574
  exact 3j values: 0 and sqrt(30)/30
  c^k by 3j = 0.000000, by integration = 0.000000
  reversed pair, by integration = 0.000000; exact (c^k)^2 = 0
k=3: 3j(0,0,0) = -0.292770, 3j(-m,m-m',m') = 0.276026
  exact 3j values: -sqrt(105)/35 and 2*sqrt(210)/105
  c^k by 3j = 0.312984, by integration = 0.312984
  reversed pair, by integration = -0.312984; exact (c^k)^2 = 24/245
k=4: 3j(0,0,0) = 0.000000, 3j(-m,m-m',m') = 0.000000
  exact 3j values: 0 and 0
  c^k by 3j = 0.000000, by integration = 0.000000
  reversed pair, by integration = 0.000000; exact (c^k)^2 = 0
k=5: 3j(0,0,0) = 0.000000, 3j(-m,m-m',m') = 0.000000
  exact 3j values: 0 and 0
  c^k by 3j = 0.000000, by integration = 0.000000
  reversed pair, by integration = 0.000000; exact (c^k)^2 = 0
Integrals J_s for l'=1, mu=1:
  J_1 = 1.333333
  J_2 = 1.066667
  J_3 = 0.914286
Accidental zero: l=l'=3, m=m'=2, k=2
  3j(0,0,0) = 0.195180
  3j(-2,0,2) = 0.000000
  c^2(32,32) by integration = 0.000000
  c^2(30,30) by integration = 0.266667
```
